# Periodic surface heating of a thick substrate measures effusivity, not conductivity

Three thick substrates have thermal conductivities of 40, 20 and 10 W/(m K). Each carries the same 100 nm film, joined to it through the same interface conductance and heated uniformly by a flux modulated at 1 MHz. In a model that treats the film as isothermal, the film temperature lags the flux by 43.827° on all three. At 0.1 MHz the lags again agree, at 44.369°, and at 10 MHz they agree at 47.555°. A fourfold range of conductivity has left no trace.

The belief that this contradicts is a reasonable one: heat a surface periodically, record its temperature through the change in reflectance, fit a conduction model, and the fit returns the conductivity. On a bare, thick substrate, a higher conductivity does carry heat away faster and keep the surface cooler, if the heat capacity is held fixed. In steady conduction through a uniform solid, conductivity is the one material property that matters. And a fit with conductivity as its free parameter can reproduce the data perfectly. These three statements are true, yet the conclusion fails, because the three substrates also differ in volumetric heat capacity: 1, 2 and 4 MJ/(m³ K). Call them A, B and C in that order.

## What the surface can report

Let a homogeneous, isotropic substrate with conductivity $k$ and volumetric heat capacity $C$ fill $x>0$. Assume Fourier conduction, constant properties, absorption at the surface and no surface losses. The flux entering at $x=0$ is $\mathrm{Re}[F_0e^{i\omega t}]$, uniform across the surface, and the temperature oscillation is $\mathrm{Re}[\theta(x)e^{i\omega t}]$. With this sign convention a negative phase is a lag. The heat equation $C\,\partial_tT=k\,\partial_x^2T$ becomes

$$i\omega C\,\theta=k\,\theta'' ,\qquad \theta=Ae^{-qx}+Be^{qx},\qquad q^2=\frac{i\omega C}{k}=\frac{i\omega}{D},$$

where $D=k/C$ is the diffusivity. Since $\sqrt i=(1+i)/\sqrt2$, the root with positive real part is

$$q=\frac{1+i}{\mu},\qquad \mu=\sqrt{\frac{2D}{\omega}} .$$

The growing term is excluded in a substrate much thicker than the penetration depth $\mu$, so $B=0$. The surface flux then fixes $A$:

$$F_0=-k\theta'(0)=kqA .$$

The surface temperature per unit flux is therefore

$$Z=\frac{A}{F_0}=\frac1{kq}=\frac1{k\sqrt{i\omega C/k}}=\frac{1}{\sqrt{i\omega kC}}=\frac1{e\sqrt{i\omega}},\qquad e=\sqrt{kC}.$$

The quantity $e$ is the effusivity. For all three substrates $kC=4\times10^7$ in SI units, so $e=6324.6$ J/(m² K s$^{1/2}$). At 1 MHz, $\sqrt\omega=2506.6$ s$^{-1/2}$, and a flux amplitude of 10 MW/m² gives a bare-surface amplitude of

$$\frac{10^7}{6324.6\times2506.6}=0.6308\ \text{K}$$

in each case.

The temperatures inside are not equal. The penetration depths are 3.568, 1.784 and 0.892 µm, and the amplitudes at 2 µm depth are 0.3601, 0.2056 and 0.0670 K. A poorer conductor with a larger heat capacity heats a thinner layer. Its steeper gradient makes up for its smaller $k$, since $k/\mu=\sqrt{\omega kC/2}$ contains just the product. The surface temperature does not record how deep the heat went.

Changing the frequency does not help, because $\omega$ multiplies the same product $kC$. Nor does a periodic waveform with many harmonics: the problem is linear, and each harmonic obeys the same formula at its own frequency. The steady part of the heating must be set aside, as it has no finite steady response in this one-dimensional geometry.

For a bare surface even the effusivity needs a calibration. The phase of $1/\sqrt i$ is −45° for every substrate, so $e$ sits entirely in the amplitude, and the absorbed flux must be known absolutely.

## The metal film supplies a reference, not a second property

In thermoreflectance a thin metal film can serve as both absorber and thermometer. Let the film have heat capacity per area $H$ and a uniform temperature $\theta_f$, and let the interface have conductance $G$. If $F_s$ is the flux entering the substrate and $\theta_s$ the substrate's surface temperature,

$$F_0=i\omega H\theta_f+F_s,\qquad F_s=G(\theta_f-\theta_s),\qquad \theta_s=\frac{F_s}{e\sqrt{i\omega}} .$$

The last two relations give $\theta_f=F_s\,[1/G+1/(e\sqrt{i\omega})]$. Solving for $F_s$ and inserting it in the first,

$$Z_f=\frac{\theta_f}{F_0}=\left[i\omega H+\frac{1}{\dfrac1G+\dfrac1{e\sqrt{i\omega}}}\right]^{-1}.$$

The phase now depends on $e$, so an absolute flux is no longer needed. But $k$ and $C$ still enter through $e$ alone. Treating the film as isothermal is not responsible for this. Any laterally uniform structure on top meets the substrate through $F_s=e\sqrt{i\omega}\,\theta_s$, which has no separate $k$ or $C$ in it. The isothermal approximation does shift the phase: for a film conductivity of 200 W/(m K), resolving the temperature across the film changes it by up to 0.55° between 0.1 and 10 MHz. That is not small against the sensitivity found next, so a fit to a real sample should resolve the film; otherwise the shift can pass into the fitted $e$ and $G$.

Because $\ln e=\tfrac12\ln k+\tfrac12\ln C$, the phase $\phi$ obeys

$$\frac{\partial\phi}{\partial\ln k}=\frac{\partial\phi}{\partial\ln C}=\frac12\frac{\partial\phi}{\partial\ln e}.$$

In the example, with $H=0.250$ J/(m² K) and $G=100$ MW/(m² K), a 1% rise in either property moves the phase at 1 MHz by 0.0428°. The data cannot tell which property moved.

## A perfect fit to the wrong conductivity

Take noise-free phases at nine frequencies from 0.1 to 10 MHz, obtained by solving the heat equation numerically for each substrate under an isothermal film. Fit $k$ and $G$, holding $H$ at its true value and assuming $C=2$ MJ/(m³ K) throughout. The fit returns $k=20.00$ W/(m K) three times. That is right for B, half the true value for A and twice the true value for C. The root-mean-square misfit prints as 0.00000° in all three cases. With $H$ known and the film model matching the data, as here, the fit determines the product $kC$, but its quality says nothing about how that product divides into $k$ and $C$.

Smaller errors follow the same rule. If the heat capacity assumed for B is 10% too high, the fitted conductivity is $20/1.1=18.18$ W/(m K), which is 9.09% low, again with no visible misfit.

The film brings in a second assumption. Multiply $e$, $G$ and $H$ by a common factor $\lambda$. Both terms in the bracket of $Z_f$ grow by $\lambda$, so $Z_f$ becomes $Z_f/\lambda$ and its phase is unchanged. Phase data thus fix $e$ and $G$ relative to $H$. If $G$ is fitted, a relative error in $H$ passes into $e$, and since $k=e^2/C$, small errors combine as

$$\frac{\delta k}{k}=2\,\frac{\delta H}{H}-\frac{\delta C}{C}.$$

For B, taking $H$ 5% too high gives $k=20\times1.05^2=22.05$ W/(m K), an error of 10.25%, and $G=105$ MW/(m² K). In this kind of fit the film's heat capacity matters twice as much as the substrate's.

## A length breaks the degeneracy

So far, nothing has given the heat flow inside the substrate a length to be compared with $\mu$. The film has a thickness, but it lies outside the substrate and leaves the relation between $F_s$ and $\theta_s$ unchanged. A length that alters the heat flow within the substrate does change that relation.

Suppose first that the substrate is bare, with thickness $L$ and an insulated back. The solution with zero gradient at $x=L$ is $\theta=A\cosh[q(L-x)]$. Its surface value is $A\cosh qL$ and its surface flux is $kqA\sinh qL$, so

$$Z=\frac{\coth qL}{kq}.$$

Now $D$ enters through $L/\mu$. For $L=3$ µm at 1 MHz the phases are −65.97°, −44.13° and −45.06° for A, B and C. That B lies above −45° and C below it is an effect of the thermal wave returning from the back. When $e^{-2L/\mu}$ is small, $\coth qL\approx1+2e^{-2qL}$, and the phase shift in radians is about

$$-2e^{-2L/\mu}\sin(2L/\mu).$$

For B, $2L/\mu=3.36$ lies just past $\pi$, where the sine is negative, and the shift is +0.87°. For C, $2L/\mu=6.73$ lies past $2\pi$, and the shift is −0.06°. In the opposite limit, $qL\to0$, $\coth qL\to1/(qL)$ and $Z\to1/(kq^2L)=1/(i\omega CL)$: a thermally thin slab reports its heat capacity.

The second length can instead be the size of the heated spot. On the bare surface of a thick substrate, a point source of power amplitude $P$ produces

$$\theta(r)=\frac{P\,e^{-qr}}{2\pi kr}.$$

This satisfies the heat equation, because $(r\theta)''=q^2(r\theta)$. It sends no heat through the surface away from the source, because its flux is radial. And the flow $-k\theta'\,2\pi r^2$ through a small hemisphere tends to $P$.

Let pump and probe be concentric Gaussians with $1/e^2$ intensity radii $w_0$ and $w_1$. Their variances per axis are $w_0^2/4$ and $w_1^2/4$. The separation between a heated point and a probed point has the sum of these as its variance, so its density is $e^{-r^2/w^2}/(\pi w^2)$ with $w^2=(w_0^2+w_1^2)/2$. Averaging $\theta$ over this density, and dividing by the flux $P/(\pi w^2)$, gives

$$Z_s=\int_0^\infty 2\pi r\,e^{-r^2/w^2}\,\frac{e^{-qr}}{2\pi kr}\,dr=\frac1k\int_0^\infty e^{-r^2/w^2-qr}\,dr .$$

With $z=qw/2$ the exponent is $-(r/w+z)^2+z^2$. Substituting $u=r/w+z$,

$$Z_s=\frac{w}{k}\,e^{z^2}\int_z^\infty e^{-u^2}du=\frac{\sqrt\pi\,w}{2k}\,e^{z^2}\,\mathrm{erfc}\,z .$$

As $\omega\to0$, $z\to0$ and $Z_s\to\sqrt\pi\,w/(2k)$. Here the amplitude does measure conductivity alone, given the absorbed power and the spot size. This is the steady-conduction intuition in its proper place.

For a wide spot, $\mu\ll w$, the factor $e^{-qr}$ confines the integral to $r\ll w$, where $e^{-r^2/w^2}\approx1-r^2/w^2$. Then, using $q^2=2i/\mu^2$,

$$Z_s\approx\frac1{kq}\left(1-\frac{2}{q^2w^2}\right)=\frac{1}{e\sqrt{i\omega}}\left(1+\frac{i\mu^2}{w^2}\right).$$

The one-dimensional phase is wrong by about $\mu^2/w^2$ radians. For A at 1 MHz with $w=100$ µm this is 0.0729°.

Between the limits, the phase of $Z_s$ depends on $z$ alone, hence on $\omega w^2/D$. It measures diffusivity, which is again not conductivity alone. With $w_0=14$ µm and $w_1=2$ µm, so that $w=10$ µm, the phases at 0.1 MHz are −21.49°, −32.56° and −40.71°. For B, a 1% rise in $k$ moves the phase by +0.0760° and a 1% rise in $C$ by −0.0760°. The opposite signs are what the wide spot lacked. Together the two experiments determine both properties:

$$e\sqrt D=\sqrt{kC}\sqrt{k/C}=k,\qquad \frac{e}{\sqrt D}=C .$$

For A, the small-spot phase gives $D=40.0$ mm²/s, and $k=6324.6\times\sqrt{4.00\times10^{-5}}=40.0$ W/(m K). The same combination returns the true $k$ and $C$ of the other two. It relies on isotropy. With a through-plane conductivity $k_z$ and an in-plane conductivity $k_r$, uniform heating gives $e=\sqrt{k_zC}$ while the spot phase gives $D=k_r/C$, so the two combinations return $\sqrt{k_rk_z}$ and $C\sqrt{k_z/k_r}$, and the steady spot amplitude measures $\sqrt{k_rk_z}$.

## In the laboratory

Perfectly uniform heating is an idealization. A laser spot has a finite radius, and the one-dimensional model then fails first at low frequency. Since $\mu^2\propto1/\omega$, the bare-surface shift for A with $w=100$ µm grows from 0.07° at 1 MHz to about 0.7° at 0.1 MHz. Set against the sensitivity of 0.0428° per 1% found above for the film-covered sample at 1 MHz, a phase error of 0.07° would already bias a value of $k$ drawn from that one frequency, with $G$, $H$ and $C$ held fixed, by about 1.6%. This gives the scale only, since the film itself alters the finite-spot shift. The small-spot example also leaves out the metal film, which in a real sample spreads heat sideways and must be included in the analysis.

A conductivity quoted from wide-spot, high-frequency data on a thick substrate is thus a measured $e^2$ divided by a heat capacity obtained elsewhere. Where that heat capacity is well known, as from calorimetry on the same material, the division is sound and its uncertainty carries over in full. Where it is not, one remedy is to make the penetration depth comparable with the spot size, by a smaller spot or a lower frequency, or with a known sample thickness when the thermal conditions at the back are also known. The data can then separate $k$ from $C$, provided Fourier conduction holds on these lengths and, for the spot-size route, the substrate is isotropic or its anisotropy is known. The numerical output below lists the values for all three substrates.

## Computed values

```
film areal heat capacity H = 0.250 J/(m^2 K)
film thickness = 100 nm, film k = 200 W/(m K)
interface conductance G = 100 MW/(m^2 K)
flux amplitude = 10 MW/m^2, main frequency = 1 MHz
A: k = 40 W/(m K), C = 1 MJ/(m^3 K)
A: D = 40.0 mm^2/s, e = 6324.6 J/(m^2 K s^0.5)
A: mu = 3.568 um, bare surface amplitude = 0.6308 K
A: amplitude at 2 um depth = 0.3601 K
B: k = 20 W/(m K), C = 2 MJ/(m^3 K)
B: D = 10.0 mm^2/s, e = 6324.6 J/(m^2 K s^0.5)
B: mu = 1.784 um, bare surface amplitude = 0.6308 K
B: amplitude at 2 um depth = 0.2056 K
C: k = 10 W/(m K), C = 4 MJ/(m^3 K)
C: D = 2.5 mm^2/s, e = 6324.6 J/(m^2 K s^0.5)
C: mu = 0.892 um, bare surface amplitude = 0.6308 K
C: amplitude at 2 um depth = 0.0670 K
film phase A, B, C at 0.1 MHz = -44.369, -44.369, -44.369 deg
film phase A, B, C at 1.0 MHz = -43.827, -43.827, -43.827 deg
film phase A, B, C at 10.0 MHz = -47.555, -47.555, -47.555 deg
largest lumped-film phase error in scan = 0.55 deg
1D phase change per 1% in k = 0.0428 deg
1D phase change per 1% in C = 0.0428 deg
A fitted with C = 2 MJ/(m^3 K): k = 20.00 W/(m K)
A fit: G = 100.00 MW/(m^2 K), rms misfit = 0.00000 deg
B fitted with C = 2 MJ/(m^3 K): k = 20.00 W/(m K)
B fit: G = 100.00 MW/(m^2 K), rms misfit = 0.00000 deg
C fitted with C = 2 MJ/(m^3 K): k = 20.00 W/(m K)
C fit: G = 100.00 MW/(m^2 K), rms misfit = 0.00000 deg
B, assumed C 10% high: k = 18.18 W/(m K), change -9.09 %
B, assumed C 10% high: rms misfit = 0.00000 deg
B, assumed H 5% high: k = 22.05 W/(m K), change 10.25 %
B, assumed H 5% high: G = 105.00 MW/(m^2 K)
bare slab 3 um, 1 MHz, phase A, B, C = -65.97, -44.13, -45.06 deg
pump, probe, effective radius = 14, 2, 10 um
bare small spot, 0.1 MHz, phase A, B, C = -21.49, -32.56, -40.71 deg
small-spot phase change per 1% in k = 0.0760 deg
small-spot phase change per 1% in C = -0.0760 deg
A from e and D: D = 40.000 mm^2/s, k = 40.00 W/(m K), C = 1.000 MJ/(m^3 K)
B from e and D: D = 10.000 mm^2/s, k = 20.00 W/(m K), C = 2.000 MJ/(m^3 K)
C from e and D: D = 2.500 mm^2/s, k = 10.00 W/(m K), C = 4.000 MJ/(m^3 K)
A, w = 100 um, 1 MHz: phase shift from 1D = 0.0729 deg
```
